Gerischer impedance of a thick porous mixed-conducting oxygen cathode

**Definitions and conventions**

A porous electrode made of a mixed conductor, an oxide that carries both oxide ions and electrons, fills 0 < x < L. A dense electrolyte lies at x < 0 and a current collector, which blocks ions, at x = L. The electrode has porosity ε and pore surface area a per unit electrode volume. Its solid skeleton has tortuosity factor τ, defined by the statement that a diffusivity D in the solid acts as (1 − ε)D/τ per unit electrode cross-section.

In the solid, c_V is the concentration of oxygen vacancies, D_V their diffusivity, and μ_O the chemical potential of neutral oxygen atoms, in J/mol. The thermodynamic factor is

A = −(1/RT) dμ_O/d ln c_V. (1)

The minus sign makes A positive, because a solid with more vacancies has a lower oxygen potential. Alternating quantities vary as exp(iωt). Current density i, per electrode area, is positive when anodic, that is, when it flows from electrode to electrolyte. The overpotential η is measured against a reversible reference in the same gas, with the ohmic drop of the electrolyte removed, and the impedance is Z = η/i.

The following are assumed: electrons move without loss; the pore gas is uniform; ion transfer at x = 0 is reversible; the composition is uniform across each strand of the skeleton; and double-layer currents are negligible. The signal is small wherever an impedance is used.

**From voltage to oxygen potential**

Local equilibrium between oxygen, oxide ions and electrons in the solid reads

μ_O = μ̃(O²⁻) − 2μ̃(e), (2)

where the tilde marks electrochemical potentials. The electrostatic parts, −2Fφ and +2Fφ, cancel. Oxide ions move by exchange with vacancies, so their flux in the solid is −(c_V D_V/RT)∇μ̃(O²⁻). Lossless electrons have a flat μ̃(e), and by (2) the two gradients are then equal. Per unit electrode area the oxygen flux in the +x direction is therefore

J = −[(1 − ε)/τ](c_V D_V/RT) ∂μ_O/∂x. (3)

At the reference, (2) holds with μ_O = μ_gas, the oxygen potential of the gas. At x = 0 the ion potential is continuous with that of the electrolyte and, once the ohmic drop is removed, equals its value at the reference. Subtracting the two forms of (2) leaves the electron terms. Since a voltage difference η changes μ̃(e) by −Fη,

μ_O(0) − μ_gas = 2Fη. (4)

Each oxide ion entering the electrode carries charge −2e in the +x direction, which is positive current in the −x direction, from electrode to electrolyte. Hence

i = 2F J(0). (5)

Under cathodic operation η < 0. By (4) the oxygen potential at the interface falls below that of the gas, and oxygen enters from the pores and flows toward the electrolyte. Then J(0) < 0 and i < 0, so the signs agree.

**Balance of vacancies**

Linear surface exchange means that oxygen enters the solid at the rate k(c_V − c_eq) per pore area, where c_eq is the vacancy concentration in equilibrium with the gas and k is the chemical exchange coefficient. Each oxygen atom that enters fills one vacancy. Each atom carried away by diffusion leaves one behind. Therefore

(1 − ε) ∂c_V/∂t = ∂J/∂x − a k(c_V − c_eq). (6)

From (1), dμ_O = −RTA dc_V/c_V. Inserting this in (3) gives

J = [(1 − ε)/τ] D ∂c_V/∂x, D = A D_V, (7)

where D is the chemical diffusivity. The sign is positive because oxygen moves toward regions rich in vacancies.

For a small signal, put u = μ_O − μ_gas, so that c_V − c_eq = −c_V u/(RTA), with all coefficients at their equilibrium values. Every term of (6) then contains the same factor −c_V/(RTA), which cancels:

iω(1 − ε)u = [(1 − ε)D/τ] u″ − a k u. (8)

Here the i in iω is the imaginary unit. Divide by a k and define

t_G = (1 − ε)/(a k), l = √[(1 − ε)D/(τ a k)], s = √(1 + iωt_G). (9)

Equation (8) becomes

l² u″ = s² u. (10)

With surface exchange alone, a departure of the skeleton from its equilibrium composition decays as exp(−t/t_G). In a thick electrode, a small steady disturbance made at the interface decays with depth as exp(−x/l).

**The impedance**

No ions pass the current collector, so u′(L) = 0. The solution of (10) with this condition is

u(x) = u(0) cosh[s(L − x)/l]/cosh(sL/l). (11)

Its slope at the interface is u′(0) = −u(0)(s/l) tanh(sL/l), so (3) gives

J(0) = [(1 − ε)/τ](c_V D_V/RT)(s/l) tanh(sL/l) u(0). (12)

By (4) and (5), Z = u(0)/[4F²J(0)], and thus

Z = {RTτl/[4F²(1 − ε)c_V D_V]} coth(sL/l)/s. (13)

To simplify the bracket, write D_V = D/A and use (9) in the form τl/[(1 − ε)D] = 1/√[(1 − ε)D a k/τ]. Then

Z = R_G coth(sL/l)/s, (14)

R_G = [RTA/(4F²c_V)]/√[(1 − ε)D a k/τ]. (15)

When L ≫ l, the hyperbolic cotangent tends to 1 at every frequency, because the real part of s is at least 1. The result is the Gerischer impedance

Z = R_G/√(1 + iωt_G). (16)

The square root covers the whole sum 1 + iωt_G. A constant resistance at low frequency and a diffusion-like response at high frequency both follow from this one expression.

**What the thermodynamic factor does**

Linear exchange can also be written with the oxygen potential as driving force: oxygen leaves the solid at the rate R_ex u/RT per pore area. Comparison with −k(c_V − c_eq) = k c_V u/(RTA) gives R_ex = k c_V/A. Since Dk = A²D_V R_ex/c_V, equation (15) becomes

R_G = (RT/4F²)/√[(1 − ε)c_V D_V a R_ex/τ]. (17)

At fixed c_V, D_V and R_ex, the factor A drops out of the resistance, while t_G = (1 − ε)c_V/(a R_ex A) varies as 1/A. The steady resistance depends on how easily oxygen moves and crosses the surface. The time t_G depends on surface exchange and on how much oxygen the solid must store, but not on D_V. Equating R_ex with an exchange rate measured by isotope tracer would need a further assumption about the surface reaction.

**Shape of the spectrum and the current step**

Set ωt_G = tan θ, with 0 < θ < 90°. Then 1 + iωt_G = exp(iθ)/cos θ, and (16) gives

Z = R_G √(cos θ) exp(−iθ/2). (18)

At high frequency θ → 90° and the phase tends to −45°. In that limit

Z → {RTA/[4F²c_V(1 − ε)]} √(τ/D)/√(iω), (19)

from which k and a have disappeared: the composition reverses before surface exchange can act.

The height of the arc is −Im Z = R_G √(cos θ) sin(θ/2). Setting its logarithmic derivative to zero gives −½ tan θ + ½ cot(θ/2) = 0, or tan θ tan(θ/2) = 1. The solution is θ = 60°, so the peak lies at ωt_G = √3, with

−Im Z = R_G/(2√2) ≈ 0.354 R_G. (20)

A semicircle has height 0.5 on the same scale, so the Gerischer arc is flatter. It is also skewed: toward high frequency its flank approaches a straight 45° line.

The ratio of the two fitted quantities is a capacitance per electrode area. From (9) and (15),

t_G/R_G = (1 − ε) l · 4F²c_V/(RTA). (21)

This is the chemical capacitance of the solid within depth l. Expanding (16) at low frequency gives 1/Z ≈ (1/R_G)(1 + iωt_G/2), so the equivalent parallel capacitance there is half of (21).

For a current stepped from zero to i at t = 0, replace iω by the Laplace variable p. The transform of the overpotential is iR_G/[p√(1 + pt_G)], where i is now the current density. The inverse of 1/√(1 + pt_G) is exp(−t/t_G)/√(πt t_G), and the factor 1/p integrates it from 0 to t. With the substitution t′ = t_G y²,

η(t) = iR_G (2/√π) ∫₀^√(t/t_G) exp(−y²) dy = iR_G erf√(t/t_G). (22)

The overpotential starts as √t and reaches 84 % of its final value at t = t_G.

**Thin electrodes**

If L ≪ l and |s|L/l is also small, then coth z ≈ 1/z + z/3 turns (14) into

Z ≈ (R_G l/L)/(1 + iωt_G) + R_G L/(3l). (23)

The first term is a semicircle peaking at ωt_G = 1. By (9) and (15) its diameter is RTA/(4F²c_V a k L), which does not contain D: the whole skeleton exchanges oxygen uniformly. A Gerischer arc therefore indicates, within this model, that the electrode is thicker than its active depth.

**When one coordinate is enough**

Consider a straight solid cylinder of radius r, with exchange on its side and a uniform disturbance v₀ of the vacancy concentration at one end. The disturbance v obeys D∇²v = iωv, with −D ∂v/∂ρ = kv at ρ = r. The decaying solution is a sum of terms J₀(β_n ρ/r) exp(−κ_n x), where J₀ and J₁ are Bessel functions and

β_n J₁(β_n) = B J₀(β_n), B = kr/D, κ_n² = β_n²/r² + iω/D. (24)

The coefficients follow by projecting v₀ on the orthogonal functions J₀, with the integrals over z = ρ/r from 0 to 1

∫J₀(β_n z) z dz = J₁(β_n)/β_n, ∫J₀²(β_n z) z dz = ½[J₀²(β_n) + J₁²(β_n)].

Averaging each term over the cross-section gives another factor 2J₁(β_n)/β_n. With (24) used to eliminate J₁, the mean flux density entering the end is

j = D v₀ Σ w_n κ_n, w_n = 4B²/[β_n²(β_n² + B²)]. (25)

For B ≪ 1, J₁(β) ≈ β/2 and J₀(β) ≈ 1 give β₁² ≈ 2B and w₁ ≈ 1. Then Dκ₁² ≈ 2k/r + iω. The side area per solid volume of a cylinder is 2/r = a/(1 − ε), so this is the decay law (8) with τ = 1. The condition for the one-dimensional description is thus kr/D ≪ 1. At kr/D = 1 and zero frequency, summing (25) over 300 roots gives a flux that differs by 7.3 % from the one-dimensional value.

**Worked example**

The parameters are round, rough typical values for porous lanthanum strontium cobalt ferrite in air at 700 °C: L = 30 µm, ε = 0.50, τ = 1.6, a = 5.0 µm⁻¹, D_V = 3.0×10⁻⁶ cm²/s and k = 1.0×10⁻⁴ cm/s. There are δ = 0.030 vacancies per formula unit, out of three oxygen sites, and the molar volume is 35 cm³/mol. Hence c_V = 0.030/(35×10⁻⁶ m³/mol) = 857 mol/m³.

The thermodynamic factor is taken from a simple model. Randomly placed vacancies contribute −RT ln[δ/(3 − δ)] to μ_O. Each vacancy leaves two electrons, which raise the Fermi level by 2δ/g eV, where g is the density of states per eV and formula unit, assumed constant over at least five RT/F (about 0.4 eV here) on both sides of the Fermi level. Through the term −2μ̃(e) in (2) this contributes −4δ/g eV, or −4Fδ/g in J/mol. Differentiation according to (1) gives

A = 3/(3 − δ) + 4Fδ/(gRT). (26)

With g = 1.5 and RT/F = 83.86 mV,

A = 3/2.97 + 4 × 0.030/(1.5 × 0.08386) = 1.96,

and D = 1.96 × 3.0×10⁻⁶ = 5.9×10⁻⁶ cm²/s. In SI units, (9) and (15) then give

t_G = 0.50/(5.0×10⁶ × 1.0×10⁻⁶) = 0.100 s,

l = √[0.50 × 5.89×10⁻¹⁰/(1.6 × 5.0)] = 6.07×10⁻⁶ m = 6.07 µm,

R_G = [0.08386 × 1.964/(4F × 857)]/√(0.50 × 5.89×10⁻¹⁰ × 5.0/1.6) = 1.64×10⁻⁵ Ω m² = 0.164 Ω cm².

Since L/l = 4.94, the finite thickness raises the steady resistance by 0.01 %. The arc peaks at √3/(2πt_G) = 2.76 Hz. The ratio t_G/R_G is 0.61 F/cm², which is large because oxygen is stored in the volume of the solid. Equation (16) gives the following values in Ω cm²:

f = 0.1 Hz: Re Z = 0.164, −Im Z = 0.005
f = 1 Hz: Re Z = 0.145, −Im Z = 0.042
f = 10 Hz: Re Z = 0.049, −Im Z = 0.042
f = 100 Hz: Re Z = 0.0148, −Im Z = 0.0145

At 100 Hz the phase from (16) is −44.5°, close to its limit. The penetration scale l/|s| is then only 0.77 µm, less than four times the skeleton radius of 0.20 µm estimated below. The last row is therefore the value of the averaged model, and a granular skeleton can already depart from it in both magnitude and phase. With all else fixed, an electrode only 2 µm thick would have a steady resistance of 0.516 Ω cm², from (14), and a nearly semicircular arc.

**Size of what is neglected**

Oxygen consumed near the electrolyte must cross the pores. A flux i/4F over the full thickness lowers the gas concentration by iL/(4F D_p), where D_p is the effective pore diffusivity. The corresponding small-signal Nernst voltage gives the resistance RTL/[(4F)²D_p c_gas], with c_gas the O₂ concentration. Take a pore radius of 0.1 µm, a rough molecular diffusivity of 1.5 cm²/s, the same tortuosity factor as for the solid, and 21 % oxygen at 1 atm. Adding wall and molecular collisions as series resistances then gives 5.0×10⁻⁴ Ω cm², or 0.3 % of R_G. This is an upper estimate, because oxygen is taken up over a depth of order l and not all of it crosses the full thickness. For a rough electronic conductivity of 300 S/cm in the solid, the resistance Lτ/[(1 − ε)σ] is 0.02 % of R_G.

Taking r = 2(1 − ε)/a = 0.20 µm as the skeleton radius, kr/D is 3.4×10⁻⁴, so transverse variation is negligible in a smooth strand. In a granular skeleton there is a further limit: the penetration scale l/|s| shrinks with frequency and reaches r at about 1.5 kHz. Averaging over the microstructure requires l/|s| ≫ r, so it loses its basis as this frequency is approached, where |Z| has fallen to 0.005 Ω cm². At that frequency a double layer of 100 µF/cm² at the electrolyte interface would carry a current of about 0.5 % of that through the electrode.

The small-signal condition can fail noticeably at working currents. For steady current in a thick electrode, multiply (6) by J, use (7) and integrate from the interface to a depth at which both J and c_V − c_eq have vanished:

J(0)² = 2[(1 − ε)/τ] D_V a k ∫ (c − c_eq) A(c) dc, (27)

with c running from c_eq to c_V(0). Under cathodic current c_V rises, and by (26) A rises with it, so a given current needs a smaller change of composition than the linear law predicts. The logarithm in μ_O also makes the voltage grow less than linearly with that change. At −0.2 A/cm², a finite-volume solution of (3) and (6) with 300 cells gives η = −28.6 mV, against −32.8 mV from iR_G, with δ ≈ 0.041 near the interface. The magnitude is 13 % below the linear value. This figure assumes that exchange stays linear in c_V and that D_V and k stay constant.

**Comparison with real electrodes**

These inputs describe the regime of such a cathode, not a particular specimen. The exchange coefficient is especially uncertain, since it depends on the state of the surface. If k fell tenfold with the other inputs fixed, t_G would rise tenfold and R_G by √10. The depth l would grow to about 19 µm, and the 30 µm layer would no longer be thick, so (14) would have to replace (16). Real cells can also have resistance to ion transfer at the electrolyte and a gas film outside the electrode, both omitted here. A purely resistive interfacial step adds directly to Z: a value of 0.016 Ω cm² would raise the steady resistance by about 10 % and shift the arc along the real axis without changing its shape.

Numbers in the example were calculated in double precision.
